# Why layered crystals pass from T³ to T² heat capacity: a program that tests the result

```python
"""Heat capacity of a layered harmonic crystal: T^3 to T^2 crossover.

Result under test (hbar = k_B = m_e = 1, Hartree atomic units):
  in-plane branch  w^2 = v^2 q^2 + Ws^2 sin^2(phi):
      T^3 -> T^2 at T = 45 zeta(3)/(4 pi^3) Ws
  flexural branch  w^2 = s^2 q^2 cos^2(phi) + kappa^2 q^4 + Wc^2 sin^2(phi):
      T^3 -> T^2 at T = 45 zeta(3)/(8 pi^3) s^2/kappa
      T^2 -> T   at T = pi^2/(18 zeta(3)) Wc
Symbols: q in-plane wave number, phi = kz*d/2, d layer spacing,
sigma areal mass, C_L and C_T in-plane stiffnesses, B bending rigidity,
K_s and K_c sliding and normal interlayer springs per area,
Ws^2 = 4 K_s/sigma, Wc^2 = 4 K_c/sigma, s^2 = K_s d^2/sigma,
kappa^2 = B/sigma.  Heat capacities are per layer and per unit area.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta

KELVIN = physical_constants["hartree-kelvin relationship"][0]
Z3 = zeta(3)
sigma, d, C_L, C_T = 2000.0, 6.0, 0.2, 0.1
B0, K_s0, K_c0, cell_area = 0.05, 2e-5, 2e-4, 20.0


def crystal(K_s=K_s0, K_c=K_c0, B=B0):
    return SimpleNamespace(
        K_s=K_s, K_c=K_c, B=B,
        vL=np.sqrt(C_L / sigma), vT=np.sqrt(C_T / sigma),
        Ws=np.sqrt(4 * K_s / sigma), Wc=np.sqrt(4 * K_c / sigma),
        s=d * np.sqrt(K_s / sigma), kappa=np.sqrt(B / sigma))


def gauss_panels(edges, order=10):
    x, w = np.polynomial.legendre.leggauss(order)
    half = np.diff(edges)[:, None] / 2
    middle = (edges[1:] + edges[:-1])[:, None] / 2
    return (middle + half * x).ravel(), (half * w).ravel()


PHI, PHI_WEIGHT = gauss_panels(
    np.concatenate(([0.0], np.geomspace(1e-7, np.pi / 2, 20))))


def mode_heat(x):
    y = np.minimum(x, 600.0) / 2
    return (y / np.sinh(y))**2


def heat(T, dispersion, q_max=100.0):
    """Explicit integral over all modes of the branches in dispersion."""
    q, wq = gauss_panels(
        np.concatenate(([0.0], np.geomspace(1e-6, q_max, 41))))
    total = 0.0
    for w2 in dispersion(q[:, None], PHI[None, :]):
        total += (wq * q) @ mode_heat(np.sqrt(w2) / T) @ PHI_WEIGHT
    return total / (2 * np.pi) * (2 / np.pi)


def exponent(T, dispersion):
    h = 0.01
    ratio = heat(T * (1 + h), dispersion) / heat(T * (1 - h), dispersion)
    return np.log(ratio) / np.log((1 + h) / (1 - h))


def in_plane(v, W):
    return lambda q, phi: [v**2 * q**2 + W**2 * np.sin(phi)**2]


def flexural(s, kappa, W):
    return lambda q, phi: [s**2 * q**2 * np.cos(phi)**2
                           + kappa**2 * q**4 + W**2 * np.sin(phi)**2]


def coupled_pair(c, q, phi):
    """Squared frequencies of the coupled longitudinal-flexural pair."""
    sin2, cos2 = np.sin(phi)**2, np.cos(phi)**2
    rest = c.kappa**2 * q**4 + c.Wc**2 * sin2
    a = c.vL**2 * q**2 + c.Ws**2 * sin2
    b = c.s**2 * q**2 * cos2 + rest
    mixing2 = c.Ws**2 * c.s**2 * q**2 * sin2 * cos2
    determinant = c.vL**2 * q**2 * b + c.Ws**2 * sin2 * rest
    upper = (a + b) / 2 + np.sqrt(((a - b) / 2)**2 + mixing2)
    return [determinant / upper, upper]


def full_model(c):
    return lambda q, phi: (coupled_pair(c, q, phi)
                           + in_plane(c.vT, c.Ws)(q, phi))


def stack_squares(c, q, layers):
    """Diagonalize a periodic real-space stack of layers at given q."""
    H = np.zeros((2 * layers, 2 * layers), complex)
    for n in range(layers):
        m = (n + 1) % layers
        slide = np.zeros(2 * layers, complex)
        normal = np.zeros(2 * layers, complex)
        slide[m] += 1
        slide[n] -= 1
        slide[layers + m] += 0.5j * q * d
        slide[layers + n] += 0.5j * q * d
        normal[layers + m] += 1
        normal[layers + n] -= 1
        H += c.K_s * np.outer(slide.conj(), slide)
        H += c.K_c * np.outer(normal.conj(), normal)
        H[n, n] += C_L * q**2
        H[layers + n, layers + n] += c.B * q**4
    return np.linalg.eigvalsh(H) / sigma


c = crystal()
full = full_model(c)
flex = flexural(c.s, c.kappa, c.Wc)
flex_no_s = flexural(0.0, c.kappa, c.Wc)
lon = in_plane(c.vL, c.Ws)
tra = in_plane(c.vT, c.Ws)
w_star = c.s**2 / c.kappa

# Bloch dispersion against the real-space stack
for q_test in (0.03, 0.1, 0.4):
    angles = np.pi * np.arange(8) / 8
    bloch = np.sort(np.concatenate(coupled_pair(c, q_test, angles)))
    assert np.allclose(stack_squares(c, q_test, 8), bloch,
                       rtol=1e-8, atol=0)

# Closed density of states against the explicit mode integral
for t in (0.3, 1.0):
    T = t * c.Ws

    def integrand(w):
        g = w * np.arcsin(min(1.0, w / c.Ws)) / (np.pi * c.vL)**2
        return g * mode_heat(w / T)

    closed = (quad(integrand, 0, c.Ws, epsabs=0, epsrel=1e-9)[0]
              + quad(integrand, c.Ws, c.Ws + 60 * T,
                     epsabs=0, epsrel=1e-9, limit=200)[0])
    assert abs(heat(T, lon) / closed - 1) < 1e-5

# In-plane limiting laws with their first corrections
T = 0.01 * c.Ws
law = 4 * np.pi**2 * T**3 / (15 * c.vL**2 * c.Ws)
assert abs(heat(T, lon) / law - 1 - 10 * np.pi**2 / 21 * 1e-4) < 1e-5
T = 3 * c.Ws
law = 3 * Z3 * T**2 / (np.pi * c.vL**2)
assert abs(heat(T, lon) / law - 1 + 1 / (24 * Z3 * 9)) < 1e-4

# Flexural limiting laws; tolerances cover the next order in T
T3, T2, T1 = 0.005 * w_star, 0.01 * c.Wc, 20 * c.Wc
f3, f2, f1 = heat(T3, flex), heat(T2, flex_no_s), heat(T1, flex_no_s)
assert abs(f3 * 15 * c.s**2 * c.Wc / (4 * np.pi**2 * T3**3) - 1) < 2e-3
assert abs(f2 * 2 * np.pi * c.kappa * c.Wc / (3 * Z3 * T2**2) - 1) < 1e-3
assert abs(f1 * 12 * c.kappa / (np.pi * T1) - 1) < 2e-3

# Crossovers: formulas against numerically extracted prefactors
a_in = 45 * Z3 / (4 * np.pi**3)
a_low = 45 * Z3 / (8 * np.pi**3)
a_high = np.pi**2 / (18 * Z3)
T_in, T_low, T_high = a_in * c.Ws, a_low * w_star, a_high * c.Wc
Ta, Tb = 0.01 * c.Ws, 10 * c.Ws
numeric_in = (heat(Tb, lon) / Tb**2) / (heat(Ta, lon) / Ta**3)
numeric_low = (f2 / T2**2) / (f3 / T3**3)
numeric_high = (f1 / T1) / (f2 / T2**2)
assert abs(numeric_in / T_in - 1) < 2e-3
assert abs(numeric_low / T_low - 1) < 3e-3
assert abs(numeric_high / T_high - 1) < 3e-3

# Midpoints of the local exponent
mid_in = brentq(lambda t: exponent(t * c.Ws, lon) - 2.5,
                0.05, 3, xtol=1e-5)
mid_high = brentq(lambda t: exponent(t * c.Wc, flex_no_s) - 1.5,
                  0.05, 5, xtol=1e-5)
scan = np.geomspace(0.05, 0.5, 25)
scan_n = [exponent(t * c.Ws, lon) for t in scan]
peak = int(np.argmax(scan_n))
assert scan_n[peak] > 3.01


def flexural_midpoint(K_s, K_c, B):
    x = crystal(K_s, K_c, B)
    branch = flexural(x.s, x.kappa, x.Wc)
    scale = x.s**2 / x.kappa
    root = brentq(lambda t: exponent(t * scale, branch) - 2.5,
                  0.02, 3, xtol=1e-5)
    return root * scale


# Change one spring at a time in a crystal with a very weak sliding spring
K_soft = K_s0 / 100
base = flexural_midpoint(K_soft, K_c0, B0)
ratio_Ks = flexural_midpoint(2 * K_soft, K_c0, B0) / base
ratio_Kc = flexural_midpoint(K_soft, 4 * K_c0, B0) / base
ratio_B = flexural_midpoint(K_soft, K_c0, 4 * B0) / base
assert abs(ratio_Ks - 2) < 0.01
assert abs(ratio_Kc - 1) < 0.01
assert abs(ratio_B - 0.5) < 0.01
soft = crystal(K_s=K_soft)
mid_low = base / (soft.s**2 / soft.kappa)

# Coupled model: limits, branch sum, and heat carried by flexure
T = 0.05 / KELVIN
law = 4 * np.pi**2 * T**3 / 15 * (
    1 / (c.vL**2 * c.Ws) + 1 / (c.vT**2 * c.Ws) + 1 / (c.s**2 * c.Wc))
assert abs(heat(T, full) / law - 1) < 5e-3
assert abs(exponent(T, full) - 3) < 0.01
table, worst = [], 0.0
for kelvin in (1, 2, 5, 10, 20, 50, 100):
    T = kelvin / KELVIN
    C_full, C_flex = heat(T, full), heat(T, flex)
    C_sum = C_flex + heat(T, lon) + heat(T, tra)
    worst = max(worst, abs(C_sum / C_full - 1))
    share = C_flex / C_sum
    assert share > 0.5
    table.append((kelvin, C_full * cell_area, exponent(T, full), share))
assert worst < 0.01
total_25 = brentq(lambda k: exponent(k / KELVIN, full) - 2.5,
                  1, 60, xtol=1e-3)
total_20 = brentq(lambda k: exponent(k / KELVIN, full) - 2.0,
                  20, 150, xtol=1e-3)
n_soft = exponent(6 / KELVIN, full_model(soft))
n_same = exponent(6 / KELVIN, full)
assert abs(n_soft - 2) < 0.06

# Effect of a finite in-plane zone, replaced by a disc of equal area
q_zone = np.sqrt(4 * np.pi / cell_area)
T = 100 / KELVIN
zone_loss = 1 - heat(T, full, q_zone) / heat(T, full)
assert abs(zone_loss) < 0.01

print(f"areal mass sigma = {sigma:.0f} m_e/a0^2")
print(f"layer spacing d = {d:.1f} a0")
print(f"stiffness C_L = {C_L:.2f}, C_T = {C_T:.2f} hartree/a0^2")
print(f"bending rigidity B = {B0:.3f} hartree")
print(f"sliding spring K_s = {K_s0:.1e} hartree/a0^4")
print(f"normal spring K_c = {K_c0:.1e} hartree/a0^4")
print(f"in-plane cell area = {cell_area:.0f} a0^2")
print(f"v_L = {c.vL:.5f}, v_T = {c.vT:.5f} atomic units")
print(f"s = {c.s:.3e} atomic units of velocity")
print(f"kappa = {c.kappa:.3e} hartree a0^2 (hbar = 1)")
print(f"Omega_s = {c.Ws:.4e} hartree")
print(f"Omega_c = {c.Wc:.4e} hartree")
print(f"s^2/kappa = {w_star:.4e} hartree")
print(f"(s^2/kappa)/Omega_c = {w_star / c.Wc:.4f}")
print(f"in-plane crossover / Omega_s = {a_in:.4f}")
print(f"lower flexural crossover / (s^2/kappa) = {a_low:.4f}")
print(f"upper flexural crossover / Omega_c = {a_high:.4f}")
for name, value in (("in-plane T^3-T^2", T_in),
                    ("flexural T^3-T^2", T_low),
                    ("flexural T^2-T", T_high)):
    print(f"{name}: {value:.4e} hartree = {value * KELVIN:.2f} K")
print(f"in-plane n=2.5 at T/Omega_s = {mid_in:.4f}")
print(f"in-plane largest n = {scan_n[peak]:.3f}"
      f" near T/Omega_s = {scan[peak]:.2f}")
print(f"flexural n=2.5 at T/(s^2/kappa) = {mid_low:.4f}")
print(f"flexural n=1.5 at T/Omega_c = {mid_high:.4f} (s = 0)")
print(f"n=2.5 midpoint ratio, K_s doubled = {ratio_Ks:.4f}")
print(f"n=2.5 midpoint ratio, K_c times 4 = {ratio_Kc:.4f}")
print(f"n=2.5 midpoint ratio, B times 4 = {ratio_B:.4f}")
print("T (K), C (k_B per cell and layer), n, flexural share")
for kelvin, C_cell, n, share in table:
    print(f"{kelvin:4d}  {C_cell:.4e}  {n:.3f}  {share:.3f}")
print(f"total n = 2.5 at {total_25:.2f} K")
print(f"total n = 2.0 at {total_20:.2f} K")
print(f"n at 6 K, original K_s = {n_same:.3f}")
print(f"n at 6 K, K_s/100 = {n_soft:.3f}")
print(f"largest error of separate branches = {100 * worst:.4f} %")
print(f"finite-zone loss of C at 100 K = {100 * zone_loss:.3f} %")
print("no test failed")
```

Output:

```
areal mass sigma = 2000 m_e/a0^2
layer spacing d = 6.0 a0
stiffness C_L = 0.20, C_T = 0.10 hartree/a0^2
bending rigidity B = 0.050 hartree
sliding spring K_s = 2.0e-05 hartree/a0^4
normal spring K_c = 2.0e-04 hartree/a0^4
in-plane cell area = 20 a0^2
v_L = 0.01000, v_T = 0.00707 atomic units
s = 6.000e-04 atomic units of velocity
kappa = 5.000e-03 hartree a0^2 (hbar = 1)
Omega_s = 2.0000e-04 hartree
Omega_c = 6.3246e-04 hartree
s^2/kappa = 7.2000e-05 hartree
(s^2/kappa)/Omega_c = 0.1138
in-plane crossover / Omega_s = 0.4361
lower flexural crossover / (s^2/kappa) = 0.2181
upper flexural crossover / Omega_c = 0.4561
in-plane T^3-T^2: 8.7228e-05 hartree = 27.54 K
flexural T^3-T^2: 1.5701e-05 hartree = 4.96 K
flexural T^2-T: 2.8849e-04 hartree = 91.10 K
in-plane n=2.5 at T/Omega_s = 0.3297
in-plane largest n = 3.170 near T/Omega_s = 0.12
flexural n=2.5 at T/(s^2/kappa) = 0.1887
flexural n=1.5 at T/Omega_c = 0.3451 (s = 0)
n=2.5 midpoint ratio, K_s doubled = 2.0000
n=2.5 midpoint ratio, K_c times 4 = 1.0000
n=2.5 midpoint ratio, B times 4 = 0.5000
T (K), C (k_B per cell and layer), n, flexural share
   1  7.1592e-06  2.898  0.965
   2  5.0923e-05  2.750  0.960
   5  5.6257e-04  2.498  0.942
  10  3.0356e-03  2.378  0.906
  20  1.5427e-02  2.333  0.868
  50  1.1417e-01  1.870  0.857
 100  3.5044e-01  1.433  0.806
total n = 2.5 at 4.96 K
total n = 2.0 at 43.18 K
n at 6 K, original K_s = 2.458
n at 6 K, K_s/100 = 2.023
largest error of separate branches = 0.0181 %
finite-zone loss of C at 100 K = 0.151 %
no test failed
```
